\section*{Second Angular Harmonic of a Current-Biased Magnetic Tunnel Junction}

\section{Problem}

A magnetic tunnel junction has a reference layer with fixed magnetization and a free layer whose magnetization follows a rotating field. The angle between the two magnetizations is $\theta$. The conductance obeys the cosine law
\begin{equation}
G(\theta)=\frac{G_P+G_{AP}}{2}+\frac{G_P-G_{AP}}{2}\cos\theta ,
\label{eq:law}
\end{equation}
where $P$ and $AP$ denote the parallel ($\theta=0$) and antiparallel ($\theta=\pi$) states. The resistances are $R_P=1/G_P$ and $R_{AP}=1/G_{AP}$, and the magnetoresistance is referred to the parallel state:
\begin{equation}
T=\frac{R_{AP}-R_P}{R_P}.
\label{eq:T}
\end{equation}
The current $I$ is held fixed. Assume at first that $G_P$ and $G_{AP}$ do not depend on the voltage. Write
\begin{equation}
R(\theta)=\frac{1}{G(\theta)}=R_0+R_1\cos\theta+R_2\cos2\theta+\dots
\end{equation}

\begin{enumerate}
\item[(a)] Show that for $T=100\,\%$ the amplitude of the second harmonic is 17.2 percent of that of the first.
\item[(b)] An angle sensor uses a junction of area $10\,\mu\mathrm{m}^2$ with a resistance-area product of $10\,\mathrm{k}\Omega\,\mu\mathrm{m}^2$ in the parallel state, $T=100\,\%$ and $I=20\,\mu\mathrm{A}$. Find the first harmonics of its voltage.
\item[(c)] Estimate how far the neglected properties of a real junction move the ratio.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Which quantity is measured at fixed current, and is it linear in $G$ or in $1/G$?
\item Divide $G$ by its mean over angle, so that one dimensionless modulation $a$ remains. Find $a$ from $T$.
\item The expression $1+2b\cos\theta+b^2$ is the squared modulus of $1+be^{i\theta}$. Choose $b$ so that $1+a\cos\theta$ is proportional to it.
\item Consider the real part of $(1+z)/(1-z)$ with $z=-be^{i\theta}$, and expand it in powers of $z$.
\item For part (c), ask of each effect whether it changes $T$ or the angle between the magnetizations.
\end{enumerate}

\section{Full solution}

\subsection{(a) The harmonic ratio}

At fixed current the voltage is $V=IR(\theta)=I/G(\theta)$. A pure cosine in $G$ does not give a pure cosine in $1/G$. At fixed voltage, by contrast, the current $VG(\theta)$ would contain only a constant and the first harmonic. The second harmonic thus comes from the way the junction is driven.

Let $G_m=(G_P+G_{AP})/2$. Equation (\ref{eq:law}) becomes
\begin{equation}
G=G_m(1+a\cos\theta),\qquad a=\frac{G_P-G_{AP}}{G_P+G_{AP}} .
\end{equation}
From (\ref{eq:T}), $R_{AP}=(1+T)R_P$, so $G_{AP}=G_P/(1+T)$. Inserting this and multiplying numerator and denominator by $1+T$ gives
\begin{equation}
a=\frac{(1+T)-1}{(1+T)+1}=\frac{T}{2+T}.
\label{eq:a}
\end{equation}
For $T=1$ this is $a=1/3$.

Now define $b$ by
\begin{equation}
a=\frac{2b}{1+b^2}
\quad\Longleftrightarrow\quad
ab^2-2b+a=0 .
\end{equation}
The two roots are $[1\pm\sqrt{1-a^2}]/a$. Both are positive and their product is 1, so one of them lies below 1. It is
\begin{equation}
b=\frac{1-\sqrt{1-a^2}}{a},\qquad 0<b<1 .
\label{eq:b}
\end{equation}
With this choice
\begin{equation}
1+a\cos\theta=\frac{1+2b\cos\theta+b^2}{1+b^2}.
\label{eq:factor}
\end{equation}

To expand the inverse, put $z=-be^{i\theta}$. Since $|z|=b<1$, the geometric series converges and
\begin{equation}
1+2\sum_{n=1}^{\infty}z^n=1+\frac{2z}{1-z}=\frac{1+z}{1-z}
=\frac{(1+z)(1-z^*)}{|1-z|^2}
=\frac{1-|z|^2+(z-z^*)}{|1-z|^2}.
\end{equation}
The difference $z-z^*$ is imaginary, and $|1-z|^2=|1+be^{i\theta}|^2=1+2b\cos\theta+b^2$. The real part of the equation is therefore
\begin{equation}
1+2\sum_{n=1}^{\infty}(-b)^n\cos n\theta=\frac{1-b^2}{1+2b\cos\theta+b^2}.
\label{eq:series}
\end{equation}
Combining (\ref{eq:factor}) and (\ref{eq:series}),
\begin{equation}
R(\theta)=\frac{1}{G_m}\,\frac{1+b^2}{1+2b\cos\theta+b^2}
=\frac{1}{G_m}\,\frac{1+b^2}{1-b^2}\left[1+2\sum_{n=1}^{\infty}(-b)^n\cos n\theta\right].
\label{eq:R}
\end{equation}
The series converges uniformly in $\theta$, so its coefficients are the Fourier coefficients of $R$.

The prefactor is $R_0$. To simplify it, note that
\begin{equation}
1-a^2=\frac{(1+b^2)^2-4b^2}{(1+b^2)^2}=\left(\frac{1-b^2}{1+b^2}\right)^2 ,
\end{equation}
and that $G_m^2(1-a^2)=G_m^2-(G_ma)^2=G_PG_{AP}$. Hence
\begin{equation}
R_0=\frac{1}{G_m\sqrt{1-a^2}}=\sqrt{R_PR_{AP}},\qquad
R_n=2R_0(-b)^n\quad(n\ge1).
\label{eq:Rn}
\end{equation}
The resistance averaged over a full rotation is the geometric mean of the two end values. The ratio asked for is
\begin{equation}
\frac{R_2}{R_1}=\frac{2R_0b^2}{-2R_0b}=-b .
\end{equation}
For $a=1/3$, $\sqrt{1-a^2}=\sqrt{8/9}=2\sqrt2/3$, and (\ref{eq:b}) gives
\begin{equation}
\left|\frac{R_2}{R_1}\right|=3\left(1-\frac{2\sqrt2}{3}\right)=3-2\sqrt2=0.1716 ,
\end{equation}
which is 17.2 percent. Direct numerical integration of $\cos n\theta/G$ for $n=1$ and $2$ gives the ratio 0.171573, in agreement.

The minus sign has a simple meaning. At $\theta=\pi$ the first harmonic is at its positive peak and the second harmonic adds to it. At $\theta=0$ the second harmonic partly cancels the negative first harmonic. The maximum of $R$ is therefore narrower than its minimum.

\paragraph{Dependence on $T$ and limits.}
Let $s=\sqrt{1+T}$. Then (\ref{eq:a}) gives $\sqrt{1-a^2}=2s/(2+T)$, and with $T=s^2-1$,
\begin{equation}
b=\frac{2+T-2s}{T}=\frac{(s-1)^2}{(s-1)(s+1)}
=\frac{\sqrt{1+T}-1}{\sqrt{1+T}+1}.
\label{eq:bT}
\end{equation}
For small $T$, $\sqrt{1+T}-1\approx T/2$ and the denominator tends to 2, so $b\to T/4$. The distortion then vanishes in proportion to the signal modulation. For $T\to\infty$, $b\to1$: the low harmonics become comparable in size, and $R$ develops a high peak at $\theta=\pi$.

A direct expansion shows how much of the result is second order in $a$. From $1/(1+a\cos\theta)\approx1-a\cos\theta+a^2\cos^2\theta$ and $\cos^2\theta=(1+\cos2\theta)/2$, the ratio of amplitudes is $(a^2/2)/a=a/2$. At $T=1$ this is 16.7 percent, half a percentage point below the full result.

\subsection{(b) The sensor junction}

The parallel resistance is
\begin{equation}
R_P=\frac{10\,\mathrm{k}\Omega\,\mu\mathrm{m}^2}{10\,\mu\mathrm{m}^2}=1000\,\Omega,
\qquad R_{AP}=(1+1)R_P=2000\,\Omega .
\end{equation}
Equation (\ref{eq:Rn}) then gives
\begin{align}
R_0&=\sqrt{1000\times2000}\,\Omega=1414.2\,\Omega,\\
R_1&=-2(1414.2\,\Omega)(0.17157)=-485.3\,\Omega,\\
R_2&=+2(1414.2\,\Omega)(0.17157)^2=83.3\,\Omega .
\end{align}
Multiplication by $20\,\mu\mathrm{A}$ gives a mean voltage of 28.28 mV, a first harmonic of amplitude 9.71 mV and a second harmonic of amplitude 1.67 mV. The third harmonic has amplitude 0.29 mV, smaller than the second by another factor $b$.

The second harmonic is well above the estimated electrical noise. At $\theta=90^\circ$, in a band from 1 Hz to 10 kHz, thermal and shot noise together amount to $0.49\,\mu\mathrm{V}$ rms. A $1/f$ noise parameter of $10^{-9}\,\mu\mathrm{m}^2$, a rough assumed value, adds $0.81\,\mu\mathrm{V}$ rms. Averaging does not remove the distortion, because it is a reproducible function of angle.

\subsection{(c) What a real junction changes}

The parameters lie in the rough regime of tunnelling-magnetoresistance angle sensors with an oxide barrier. The coefficients below are rough assumed values, and the shifts depend on them. Each effect is switched on alone, with the other settings held fixed, and the resulting ratio is to be compared with 17.2 percent.

\paragraph{Temperature.}
If $T$ falls by 0.15 percent of its room-temperature value per kelvin, it drops from 100 percent at 300 K to 85 percent at 400 K. Equation (\ref{eq:bT}) then gives 15.3 percent. For the coefficients assumed in this part it is the largest shift, and it means that a correction for the second harmonic set at room temperature is too large in the hot sensor.

\paragraph{Bias.}
Let $T$ fall linearly with voltage, reaching half its zero-bias value at 0.5 V, while $G_P$ stays fixed. Solving $V=I/G(\theta,V)$ at each angle gives a ratio of 16.3 percent. The voltage stays below 40 mV, so $T$ stays above 96 percent. A uniform $T$ of 96 percent would give $b=(1.4-1)/(1.4+1)=16.7$ percent. The remainder of the shift arises because the loss varies with angle, so that $G$ is no longer a pure cosine. The size of the shift depends on the assumed law: if $T$ falls as $1/[1+(V/0.5\,\mathrm{V})^2]$, with the same half-value voltage, the ratio is 17.0 percent.

\paragraph{Tilt of the reference layer.}
Treat the reference layer as a single moment that aligns with the vector sum of a pinning field of 1000 mT and the applied field of 30 mT. For field angle $\theta$ it turns by about $\varepsilon\sin\theta$ with $\varepsilon=30/1000=0.03$, at most $1.7^\circ$. The cosine in the conductance becomes
\begin{equation}
\cos(\theta-\varepsilon\sin\theta)\approx\cos\theta+\varepsilon\sin^2\theta
=\cos\theta+\frac{\varepsilon}{2}-\frac{\varepsilon}{2}\cos2\theta .
\end{equation}
To lowest order in $a$, $R$ varies as $-a$ times this expression. The tilt thus adds $+a\varepsilon/2$ to the second harmonic, with the same sign as the term $a^2/2$ already present. The ratio should rise by about $\varepsilon/2$, or 1.5 percentage points. The full calculation gives 18.6 percent. A pinning field of 1000 mT describes a stiff reference, and the shift grows inversely with this field: 500 mT gives 20.1 percent and 300 mT gives 22.0 percent. A unidirectional coupling or stray field $B_c$ that acts on the free layer along the reference direction changes the angle in the same way, with $\varepsilon=B_c/(30\,\mathrm{mT})$. For $B_c=\pm1$ mT the ratio is 18.8 or 15.5 percent, and for $\pm3$ mT it is 22.0 or 12.3 percent, the upper sign favouring the parallel state.

\paragraph{Smaller effects.}
An anisotropy field of 1 mT in the free layer, with its easy axis along the reference direction, pulls the magnetization toward that axis, behind or ahead of the field depending on the angle, and gives 17.0 percent. If the quoted resistances include $20\,\Omega$ of leads, the junction itself has a slightly larger $T$, and the ratio is 17.4 percent. The largest barrier field, for a thickness of 1.8 nm, is $0.22\,\mathrm{MV/cm}$, against a rough breakdown field of $7\,\mathrm{MV/cm}$. Self-heating through 300 nm of oxide is about 0.02 K. The current density of $200\,\mathrm{A/cm^2}$ is far below a rough spin-torque switching value of $10^6\,\mathrm{A/cm^2}$. For a rough Fermi wavenumber of $10\,\mathrm{nm}^{-1}$, the mean transmission per conduction channel is of order $10^{-7}$, so repeated passes through a uniform barrier should disturb the cosine law very little. This average says nothing about locally thin spots.

With a pinning field of 1000 mT and a coupling field of at most about 1 mT, each effect alone moves the ratio by at most about two percentage points from 17.2 percent. A softer reference or a coupling field of a few millitesla moves it by up to about five points in the cases computed above. Their combined shift is not computed here. The value 17.2 percent belongs to the ideal cosine law; in a real junction the second digit is already uncertain.

\section{Variation 1: another meaning of 100 percent}

\emph{Suppose the resistance change is divided by the mean of $R_P$ and $R_{AP}$. What is the ratio when this magnetoresistance is 100 percent?}

The condition is
\begin{equation}
R_{AP}-R_P=\frac{R_{AP}+R_P}{2}
\quad\Longrightarrow\quad R_{AP}=3R_P .
\end{equation}
In the convention of (\ref{eq:T}) this is $T=2$, and (\ref{eq:bT}) gives
\begin{equation}
b=\frac{\sqrt3-1}{\sqrt3+1}=\frac{(\sqrt3-1)^2}{2}=2-\sqrt3=0.268 .
\end{equation}
The second harmonic is now 26.8 percent of the first. If the change were divided by $R_{AP}$, 100 percent could be approached only as $R_{AP}/R_P\to\infty$, where $b\to1$. The figure of 17.2 percent therefore needs the normalization to $R_P$.

\section{Variation 2: subtracted junctions and the angle error}

\emph{Two identical junctions with opposite reference directions carry the same current, and their voltages are subtracted. Which harmonics remain? An angle is found from two orthogonal channels by a two-argument arctangent. Compare its error for single junctions and for subtracted pairs.}

Reversing the reference replaces $\theta$ by $\theta+\pi$, and $\cos n(\theta+\pi)=(-1)^n\cos n\theta$. In $R(\theta+\pi)-R(\theta)$ the even harmonics cancel and the odd ones become $-2R_n=4R_0b^n$. Divided by the first-harmonic amplitude, the signal is
\begin{equation}
X=\cos\theta+b^2\cos3\theta+b^4\cos5\theta+\dots
\end{equation}
The third harmonic is $b^2=2.9$ percent of the first. The cancellation needs matched junctions. If their resistances differ by a small fraction $\eta$, a constant offset of size $\eta R_0$ and a second harmonic of amplitude $\eta R_2$ remain beside a first harmonic $-2R_1$. To first order in $\eta$ their relative amplitudes are $\eta/(4b)$ and $\eta b/2$. At $T=100\,\%$ and $\eta=1\,\%$ these are 1.5 percent and 0.09 percent, so the offset is the larger disturbance and should be removed before the arctangent is taken.

\paragraph{Single junctions.}
Remove the offset $R_0$, reverse the sign and normalize. To first order in $b$, the channel and its copy with $\theta\to\theta-\pi/2$ are
\begin{equation}
X=\cos\theta-b\cos2\theta,\qquad Y=\sin\theta+b\cos2\theta ,
\end{equation}
because $\cos(2\theta-\pi)=-\cos2\theta$. The angle error is the component of the deviation perpendicular to $(\cos\theta,\sin\theta)$:
\begin{equation}
\delta\approx Y\cos\theta-X\sin\theta=b\cos2\theta\,(\cos\theta+\sin\theta).
\end{equation}
With $u=\theta-\pi/4$, $\cos\theta+\sin\theta=\sqrt2\cos u$ and $\cos2\theta=-\sin2u=-2\sin u\cos u$. Thus $\delta=-2\sqrt2\,b\sin u\cos^2u$. Its size is largest at $\sin^2u=1/3$, where
\begin{equation}
|\delta|_{\max}=2\sqrt2\,b\,\frac{1}{\sqrt3}\,\frac23=\frac{4\sqrt2}{3\sqrt3}\,b=1.089\,b .
\end{equation}
For $b=0.1716$ this is 0.187 rad, or $10.7^\circ$. A simulated readout with all harmonics gives $11.1^\circ$.

\paragraph{Subtracted pairs.}
The orthogonal channel is $Y=\sin\theta-b^2\sin3\theta+b^4\sin5\theta+\dots$, and the leading error is
\begin{equation}
\delta\approx-b^2(\sin3\theta\cos\theta+\cos3\theta\sin\theta)=-b^2\sin4\theta .
\end{equation}
Two corrections of order $b^4$ follow. The fifth harmonic adds $b^4(\sin5\theta\cos\theta-\cos5\theta\sin\theta)=b^4\sin4\theta$. The component along $(\cos\theta,\sin\theta)$ is $1+b^2\cos4\theta$ rather than 1, and dividing by it adds $b^4\sin4\theta\cos4\theta=(b^4/2)\sin8\theta$. This second term vanishes where $|\sin4\theta|=1$, so to this order the largest error is $b^2-b^4=0.0286$ rad, or $1.64^\circ$. The simulated readout gives the same value. For matched junctions at $T=100\,\%$, subtraction therefore lowers the largest error from $11.1^\circ$ to $1.6^\circ$. The leading term of the remaining error has four periods per turn.

\section*{Numbers as computed}
\begin{verbatim}
input area: 10 um2
input parallel RA product: 10 kOhm um2
input magnetoresistance T: 100 %
input current: 20 uA
R_P: 1000.0 Ohm
R_AP: 2000.0 Ohm
conductance modulation a: 0.333333
R_0: 1414.214 Ohm; voltage: 28.2843 mV
R_1: -485.281 Ohm; voltage: -9.7056 mV
R_2: 83.261 Ohm; voltage: 1.6652 mV
R_3: -14.285 Ohm; voltage: -0.2857 mV
|R_2/R_1|, grid: 17.1573 %
|R_2/R_1|, high precision: 0.171572875254
lowest-order estimate a/2: 16.667 %
ratio if T is normalized to mean R: 26.79 %
subtracted pair, third/first: 2.944 %
largest angle error, single: 11.08 deg
largest angle error, pair: 1.637 deg
input half-voltage of T: 0.50 V
ratio with bias loss: 16.34 %
input loss of T: 0.15 %/K
input temperatures: 300 K and 400 K
T when hot: 85.0 %
ratio when hot: 15.26 %
input applied field: 30 mT
input pinning field: 1000 mT
largest reference tilt: 1.72 deg
ratio with reference tilt: 18.61 %
input anisotropy field: 1 mT
ratio with free-layer lag: 17.01 %
input lead resistance: 20 Ohm
ratio with leads in quoted T: 17.40 %
input noise band: 1 Hz to 10000 Hz
input 1/f noise parameter: 1e-09 um2
thermal and shot noise, rms: 0.490 uV
1/f noise, rms: 0.809 uV
input barrier thickness: 1.8 nm
largest barrier field: 0.222 MV/cm
input breakdown field: 7 MV/cm
input heat-path oxide: 300 nm, 1.4 W/(m K)
largest self-heating: 0.0171 K
current density: 200 A/cm2
input switching density: 1e+06 A/cm2
input Fermi wavenumber: 10 1/nm
mean transmission per channel: 3.2e-07
\end{verbatim}
